# Score-Function Derivative of a Tally with Respect to Collision Rate

## The form of the answer

An ion enters a solid, flies, collides, and finally stops or leaves. Let $\Sigma$ be the constant probability per unit path length of a collision. A history has $n$ collisions and total path length $L$. It contributes a number $T$, the tally, such as its final depth. We seek a weight $W$ for which $d\langle T\rangle/d\Sigma=\langle TW\rangle$, so that the histories used for $\langle T\rangle$ also give its derivative.

The derivative has the dimension of $T$ times a length. If $W$ is built from $n$, $L$ and $\Sigma$ alone, it must be $W=f(n,\Sigma L)/\Sigma$. Two successive pieces of path contribute factors to the probability of a history, and the relative changes of factors add. Thus $f$ is additive, and for a regular function this means

$$f=\alpha n+\beta\Sigma L .$$

Two simple facts fix the numbers. The probability of no collision over a length $d$ is $e^{-\Sigma d}$, with derivative $-d\,e^{-\Sigma d}$; hence $\beta=-1$. The derivative of the constant tally $T=1$ is zero, so $\langle W\rangle=0$. On a straight path $\langle n\rangle=\Sigma d$, which requires $\alpha=1$. The candidate is

$$W=\frac n\Sigma-L .$$

This argument presumes that $n$ and $L$ suffice. The two derivations below establish when they do.

## Assumptions

The initial state, the motion between collisions, the scattering law and the stopping rules do not depend on $\Sigma$. A flight may end in a collision, at a surface, or at an energy cutoff reached in flight. In the last two cases its length belongs to $L$, but $n$ does not increase. The tally is bounded, $|T|\le M$. If the scoring rule itself contains $\Sigma$, the result to be shown is

$$\boxed{\frac{d\langle T\rangle}{d\Sigma}=\left\langle T\left(\frac n\Sigma-L\right)\right\rangle+\left\langle\frac{\partial T}{\partial\Sigma}\right\rangle}$$

with the last derivative taken at a fixed history.

For the ions below, electronic drag between collisions is $dE/ds=-k\sqrt E$. Since $d\sqrt E/ds=-k/2$, and collisions can only lower the ion's energy, an ion starting at $E_0$ and followed down to $E_c$ has

$$L\le L_{\max}=\frac{2(\sqrt{E_0}-\sqrt{E_c})}{k}.$$

## First derivation: the probability of a history

A flight of length $s_i$ that ends in a collision has probability density $\Sigma e^{-\Sigma s_i}$. A flight cut off at length $s$ has probability $e^{-\Sigma s}$. Multiplying all flights gives the density of a complete history $\omega$,

$$p_\Sigma(\omega)=\Sigma^n e^{-\Sigma L}\,\kappa(\omega),$$

where $\kappa$ holds the scattering probabilities and is independent of $\Sigma$. At another rate $\Sigma'$, multiply and divide by $p_\Sigma$:

$$\langle T\rangle_{\Sigma'}=\left\langle T\left(\frac{\Sigma'}\Sigma\right)^n e^{-(\Sigma'-\Sigma)L}\right\rangle_\Sigma .$$

For a tally without explicit $\Sigma$, the derivative of the quantity inside the mean is

$$T\left(\frac n{\Sigma'}-L\right)\left(\frac{\Sigma'}\Sigma\right)^n e^{-(\Sigma'-\Sigma)L}.$$

At $\Sigma'=\Sigma$ the last two factors are one, which leaves $TW$. An explicit dependence adds $\partial T/\partial\Sigma$ by the product rule, provided that derivative is also integrable.

The derivative may be taken inside the mean because of the bound on $L$. Let the collision clock run on, without effect on the ion, to the length $L_{\max}$. It then registers $m\ge n$ events, and $m$ is a Poisson variable of mean $\Sigma L_{\max}$. For $|\Sigma'-\Sigma|\le\eta\Sigma$ with $0<\eta<1$, the derivative has magnitude at most

$$M\left[\frac m{(1-\eta)\Sigma}+L_{\max}\right](1+\eta)^m e^{\eta\Sigma L_{\max}} .$$

Its mean is finite, because the factorial in the Poisson probabilities outweighs any power $(1+\eta)^m$. Dominated convergence then permits the interchange.

## Second derivation: the equation for the expected tally

Now let $T$ depend on the final state. Denote by $U(x)$ the expected tally of an ion now in state $x$ (position, direction and energy), and by $KU$ the average of $U$ over the states just after a collision. If a state is terminal, $U=T$.

During a short flight $ds$ there is either no collision, with probability $1-\Sigma\,ds$, or one, with probability $\Sigma\,ds$:

$$U(x)=(1-\Sigma\,ds)\,U(x+dx)+\Sigma\,ds\,KU .$$

With $d/ds$ taken along the free motion,

$$\frac{dU}{ds}=\Sigma(U-KU).\tag{1}$$

A related equation will be needed. Let $F(x)=\langle\int_0^L g\,ds\rangle_x$ be the expected integral of a bounded function $g$ over the remaining path. The short flight adds $g\,ds$, so

$$\frac{dF}{ds}=\Sigma(F-KF)-g,\qquad F=0\ \text{at terminal states}.\tag{2}$$

This bounded solution is unique. The difference $G$ of two solutions obeys (2) with $g=0$. Following it to the end of the first flight, of greatest possible length $\ell\le L_{\max}$, gives $G=\int_0^\ell\Sigma e^{-\Sigma s}KG\,ds$. Therefore $\sup|G|\le(1-e^{-\Sigma L_{\max}})\sup|G|$, and $G=0$.

Let $\tilde U$ be the expected tally at rate $\Sigma+\delta$, and $\Delta=\tilde U-U$. Subtracting the two versions of (1),

$$\frac{d\Delta}{ds}=\Sigma(\Delta-K\Delta)-\delta(K\tilde U-\tilde U).$$

This is (2) with $g=\delta(K\tilde U-\tilde U)$. Hence

$$\Delta=\delta\left\langle\int_0^L(K\tilde U-\tilde U)\,ds\right\rangle_x .$$

Since $|\tilde U|\le M$, we have $|\Delta|\le2M|\delta|L_{\max}$. Replacing $\tilde U$ by $U$ in the integral therefore changes $\Delta$ only at order $\delta^2$. Division by $\delta$ and the limit $\delta\to0$ give

$$\frac{\partial U}{\partial\Sigma}=\left\langle\int_0^L(KU-U)\,ds\right\rangle_x .\tag{3}$$

The physical content is direct: to first order, a small increase $\delta$ of the rate inserts an extra collision in each path element $ds$ with probability $\delta\,ds$, and each insertion changes the expected tally from $U$ to $KU$.

It remains to connect (3) with the weight. Define $A(x)=\langle nT\rangle_x$ and $B(x)=\langle LT\rangle_x$ for the remaining history. A collision in $ds$ raises the later count by one, and a flight raises the later length by $ds$. To first order in $ds$,

$$A(x)=(1-\Sigma\,ds)A(x+dx)+\Sigma\,ds\,(KA+KU),$$

$$B(x)=(1-\Sigma\,ds)B(x+dx)+ds\,U+\Sigma\,ds\,KB .$$

Consequently

$$\frac{dA}{ds}=\Sigma(A-KA)-\Sigma KU,\qquad \frac{dB}{ds}=\Sigma(B-KB)-U .$$

For $V=A/\Sigma-B=\langle TW\rangle_x$, dividing the first by $\Sigma$ and subtracting the second yields

$$\frac{dV}{ds}=\Sigma(V-KV)-(KU-U).$$

$V$ vanishes at terminal states and is bounded, because $\langle n\rangle_x\le\Sigma L_{\max}$. It satisfies the same equation as the right side of (3). By uniqueness $V=\partial U/\partial\Sigma$, which is the result again. If $T$ contains $\Sigma$, changing its terminal values adds $\langle\partial T/\partial\Sigma\rangle$.

## What each derivation assumes

The first derivation accepts any bounded function of the whole history. It requires that histories possible at $\Sigma'$ are also possible at $\Sigma$; otherwise the ratio of densities cannot account for them. The second requires an expected future determined by the present state. A tally that depends on the past fits if its accumulated value is made part of that state. In return, (3) shows what the added collisions do, and it survives a change for which the weight fails.

That change matters in ion simulations. Let impact parameters $b$ be uniform over a disk of radius $p_{\max}$ around atoms of number density $N$. Then

$$\Sigma=N\pi p_{\max}^2,\qquad \Sigma KU=N\int_0^{p_{\max}}2\pi b\,U_b\,db,$$

where $U_b$ is the expected tally after a collision at $b$. Raising $\Sigma$ through $p_{\max}$ alters $K$. The new histories contain collisions outside the old disk, which were never sampled, so $W$ does not apply. In the second derivation, however,

$$\frac{d(\Sigma KU)/dp_{\max}}{d\Sigma/dp_{\max}}=\frac{2\pi Np_{\max}U_{p_{\max}}}{2\pi Np_{\max}}=U_{p_{\max}},$$

with $U$ inside the collision average held fixed. Thus $KU$ in (3) is replaced by $U_{p_{\max}}$. The inserted collisions lie on the rim, and if they are gentle the response is small.

A rate varying along the path also changes the weight. For $\Sigma=\lambda\sigma(x)$, the density contains $\lambda^n\exp(-\lambda\int\sigma\,ds)$, and differentiation with respect to $\lambda$ gives $n/\lambda-\int\sigma\,ds$.

## Noise and centring

Setting $T=1$ gives $\langle W\rangle=0$, or $\langle n\rangle=\Sigma\langle L\rangle$. Now put $T=W$. Its mean stays zero at every rate, while $\partial W/\partial\Sigma=-n/\Sigma^2$. Although $W$ is unbounded, the Poisson bound controls its moments, so

$$0=\langle W^2\rangle-\frac{\langle n\rangle}{\Sigma^2},\qquad \langle W^2\rangle=\frac{\langle n\rangle}{\Sigma^2}=\frac{\langle L\rangle}\Sigma .$$

The logarithmic derivative $\Sigma\,d\langle T\rangle/d\Sigma$ has weight $n-\Sigma L$, with variance $\langle n\rangle$. Many weak collisions therefore make this weight noisy. In the opposite limit $\Sigma\to0$, at finite path length, the variance of $W$ itself diverges: rare collisions carry a weight near $1/\Sigma$. At $\Sigma=0$ no collision is sampled and the estimator fails, although (3) can remain finite.

Since $\langle W\rangle=0$, any constant $c$ may be subtracted from $T$. With $c=\bar T$, the mean of $N_h$ independent histories,

$$\left\langle\frac1{N_h}\sum_i(T_i-\bar T)W_i\right\rangle=\left(1-\frac1{N_h}\right)\langle TW\rangle,$$

because in $\bar TW_i$ only the term $T_iW_i/N_h$ has a nonzero mean. A factor $N_h/(N_h-1)$ removes the bias.

For the mean depth of retained ions, let $r=1$ for retention and $0$ for escape. Then $R=\langle rz\rangle/\langle r\rangle$, and the quotient rule gives

$$\frac{dR}{d\Sigma}=\frac{\langle rzW\rangle-R\langle rW\rangle}{\langle r\rangle}=\frac{\langle r(z-R)W\rangle}{\langle r\rangle}.$$

## Two solvable cases

On a straight path of length $d$, let each collision multiply the tally by $q$. The Poisson sum is

$$\langle q^n\rangle=e^{-\Sigma d}\sum_n\frac{(\Sigma dq)^n}{n!}=e^{-\Sigma d(1-q)} .$$

Its derivative is $-(1-q)d\,e^{-\Sigma d(1-q)}$. For $\Sigma=0.7\ \mathrm{nm^{-1}}$, $d=3$ nm and $q=0.6$, this is $-1.2e^{-0.84}=-0.51805$ nm. Summing $q^nW$ over the Poisson probabilities gives the same value. The limit $q=1$ gives zero, and $q=0$ leaves the uncollided beam.

The second case has histories of random length. In a rod of length $d$, each collision sends the particle forward or backward with equal probability. One particle enters at $x=0$. The forward and backward fluxes obey

$$\frac{dF}{dx}=\frac{dB}{dx}=-\frac\Sigma2(F-B),\qquad F(0)=1,\quad B(d)=0 .$$

Thus $J=F-B$ is constant and equals the transmission $F(d)$. From $J=1-\Sigma Jd/2$,

$$J=\frac1{1+\Sigma d/2},\qquad \frac{dJ}{d\Sigma}=-\frac{d/2}{(1+\Sigma d/2)^2}.$$

The mean path is the integral of both fluxes:

$$\langle L\rangle=\int_0^d(2F-J)\,dx=2d-\frac{\Sigma Jd^2}2-Jd=2d-Jd\left(1+\frac{\Sigma d}2\right)=d .$$

Here $L$ has no fixed bound, but each flight escapes with probability at least $e^{-\Sigma d}$. The collision count therefore has a geometric tail, and $L\le(n+1)d$. This suffices for the interchange in a small enough interval around $\Sigma$.

For $\Sigma=1\ \mathrm{nm^{-1}}$ and $d=2$ nm, the exact derivative of the transmission is $-0.25$ nm. The score estimate is $-0.2511\pm0.0017$ nm; all uncertainties here are one standard error. Omitting the last flight from $L$ gives a sampled $+0.329$ nm (the exact value is $+0.331$ nm), with the wrong sign.

The rod also displays the explicit term. If path length is scored as $T=n/\Sigma$, its mean is $d$ at every rate, so the derivative is zero. The full formula gives $-0.005\pm0.009\ \mathrm{nm^2}$. Without $\partial T/\partial\Sigma=-n/\Sigma^2$ the result is $1.99\ \mathrm{nm^2}$, close to the missing $\langle n\rangle/\Sigma^2=d/\Sigma=2\ \mathrm{nm^2}$.

## Boron implanted into amorphous silicon

Boron at 10 keV enters normally through a plane surface. The rounded parameters are $M_1=11$ u, $M_2=28$ u, $N=50\ \mathrm{nm^{-3}}$, $\Sigma=1\ \mathrm{nm^{-1}}$, $k=0.65\ \mathrm{eV^{1/2}/nm}$ and $E_c=100$ eV. Hence $p_{\max}=\sqrt{1/(50\pi)}=0.0798$ nm and $L_{\max}=2(100-10)/0.65=277$ nm.

The nuclear repulsion is modelled by $C/r^2$, with $C=0.55\ \mathrm{eV\,nm^2}$. In the centre-of-mass frame the energy is $E_{cm}=M_2E/(M_1+M_2)$. With $u=1/r$, the orbit integral gives

$$\theta=\pi-2\int_0^{u_m}\frac{b\,du}{\sqrt{1-(b^2+C/E_{cm})u^2}}
=\pi\left[1-\frac b{\sqrt{b^2+C/E_{cm}}}\right],$$

where $u_m$ is the zero of the square root. The centre of mass moves at $v_c=M_1v/(M_1+M_2)$, so the struck atom recoils at $2v_c\sin(\theta/2)$. Its energy is

$$\frac{M_2}2\,4v_c^2\sin^2\frac\theta2=\frac{4M_1M_2}{(M_1+M_2)^2}E\sin^2\frac\theta2 .$$

Adding $v_c$ to the ion's rotated velocity, of magnitude $M_2v/(M_1+M_2)$, gives the laboratory deflection $\tan\psi=\sin\theta/(\cos\theta+M_1/M_2)$.

From 100,000 histories, the retained fraction is 0.958 and the retained mean depth is $R=50.6$ nm, with a spread of 25.0 nm. The mean collision count is 83.8, and the variance of $n-\Sigma L$ is 84.4, as the noise formula predicts within about 1%. Centring the depth tally, with escaped ions scored as zero, reduces the spread of its product with $n-\Sigma L$ from 562 to 250 nm. For equal precision this saves a factor $(562/250)^2\approx5$ in histories.

The score estimate is

$$\Sigma\frac{dR}{d\Sigma}=-37.8\pm0.8\ \mathrm{nm},\qquad \frac{dR}{d\Sigma}=-37.8\pm0.8\ \mathrm{nm^2}.$$

Independent runs at rates 10% lower and higher give $-37.4\pm0.9$ nm for the first quantity. They use 80,000 histories together, so the score has no clear advantage in precision here. It avoids choosing a step, whereas the sampling error of this independent difference grows as the inverse of the step. For the fraction deeper than 60 nm, which is 0.341, the logarithmic derivatives are $-0.604\pm0.017$ by score and $-0.589\pm0.017$ by difference.

These derivatives hold the drag fixed. Multiplying atomic density by $\lambda$ at fixed $C$, $p_{\max}$ and energies multiplies both $\Sigma$ and $k$ by $\lambda$, and divides every path length by $\lambda$. Differentiating $R(\lambda\Sigma,\lambda k)=R/\lambda$ at $\lambda=1$ gives

$$\Sigma\frac{\partial R}{\partial\Sigma}+k\frac{\partial R}{\partial k}=-R .$$

The drag term, found by finite difference, is $-14.1\pm0.9$ nm. The sum is $-51.9\pm1.2$ nm, against $-50.6$ nm from the scaling law. To first order, a 2% increase in $\Sigma$ alone moves $R$ by $-0.76$ nm; a 2% increase in density moves it by $-1.01$ nm.

Doubling $\Sigma$ at a fixed scattering law and drag reduces $R$ to 29.2 nm. Doubling it by enlarging the impact disk leaves $R=50.1\pm0.2$ nm, because the added collisions are gentle over most of the slowing-down, as the rim form of (3) suggests. At $b=p_{\max}$ the formula for $\theta$ above gives 0.02 rad at 10 keV and 0.17 rad at 1 keV; it reaches about 1 rad only near the cutoff, where little path remains. The shift is small but real, about $-0.4$ nm when both disks are run with common random numbers, so $R$ is not converged in $p_{\max}$ to the digits shown. Linear extrapolation of the derivative to the first doubling would give $50.6-37.8=12.8$ nm, so it is unsuitable for so large a change.

The depths belong to a simplified model and are not predictions for a real implant. Its nuclear stopping at 1 keV is 70.9 eV/nm, against 80.9 eV/nm from the universal screened-Coulomb fit; at 10 keV the values are 76.8 and 79.7 eV/nm. The gap is larger in between, about 75 against 89 eV/nm at 3 keV. Replacing $C/r^2$ by the universal screened potential at the same $p_{\max}$, rate and drag lowers $R$ by about 4 nm, to 46.5 nm, and the spread to 22 nm. Crystalline wafers break the assumption of random collisions. The estimated channelling angle along $\langle100\rangle$, with row spacing 0.54 nm, is $4.8^\circ$ (about $6^\circ$ along $\langle110\rangle$), and an ion escaping all nuclear collisions could travel 277 nm in this model, far beyond $R$. The resulting shift of the mean depends on the channelled fraction, which is not calculated here.

Three other omissions can be estimated roughly. Dividing the cutoff energy by the model's stopping at the cutoff gives about 2 nm of further path; the stopping falls at still lower energies, and in the model an ion followed from 100 eV to rest travels about 6 nm. This path is strongly deflected, and lowering the cutoff to 1 eV raises $R$ by only about 0.1 nm. For electronic straggling, the variance of the energy loss is at most the largest single transfer to an electron times $E_0$. With a free-electron estimate of that transfer, the energy spread is below about 350 eV. This corresponds to about 2 nm of path at the initial total stopping, to about 4 nm at the total stopping at 1 keV, and to about 7.5 nm at the cutoff. A 10 s anneal with a rough diffusivity of $10^{-14}\ \mathrm{cm^2/s}$ (a value for crystalline silicon near 1000 °C, which changes roughly tenfold per 100 °C) gives a diffusion spread $\sqrt{2Dt}=4.5$ nm. Added independently, away from the surface, it widens the profile from 25.0 to $\sqrt{25.0^2+4.5^2}=25.4$ nm. Diffusion enhanced by implantation damage could be larger. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
Straight path: rate 0.7 /nm, length 3.0 nm, factor q 0.6
  score sum -0.51805263 nm, exact -0.51805263 nm
Rod: rate 1.0 /nm, length 2.0 nm, histories 400000
  transmission 0.4998, exact 0.5000
  its derivative -0.2511 +- 0.0017 nm, exact -0.2500 nm
  derivative if last flight is dropped 0.3288 nm
  reweighted to 1.2 /nm: 0.4542 +- 0.0008, exact 0.4545
  path scored as n/rate: derivative -0.005 +- 0.009 nm^2
  same without explicit term 1.990 nm^2, exact 0
Deflection at b^2=C/Ecm: orbit 0.92016, formula 0.92015 rad
Implant: B 10 keV in a-Si, cutoff 100 eV, histories 100000
  masses 11, 28 u; atoms 50 /nm^3; C 0.55 eV nm^2
  rate 1.0 /nm, p_max 0.0798 nm, drag 0.65 eV^0.5/nm
  largest possible path 276.9 nm
  mean collisions 83.83, mean path 83.81 nm
  mean of n-rate*L 0.022 +- 0.029
  variance of n-rate*L 84.40
  retained fraction 0.9576
  retained mean depth R 50.59 +- 0.08 nm, spread 24.98 nm
  fraction deeper than 60 nm: 0.3408 +- 0.0015
  rate*dR/drate: score -37.82 +- 0.82 nm
    finite difference -37.39 +- 0.91 nm, 40000 histories each side, step 10%
  dR/drate -37.82 nm^2
  rate*d(deep fraction)/drate: score -0.6043 +- 0.0166
    finite difference -0.5886 +- 0.0167
  depth-score spread: raw 561.9, centred 250.4 nm
  drag*dR/ddrag -14.09 +- 0.90 nm
  sum of both slopes -51.90 +- 1.22 nm, scaling law -50.59 nm
  +2% rate only: shift -0.76 nm; +2% density: -1.01 nm
  R at doubled rate, same scattering law 29.19 nm
  R at doubled rate through wider disk 50.08 nm
Neglected effects
  soft collisions out to sqrt(2)*p_max: shift -0.50 nm
  nuclear stopping at 10 keV: model 76.8, universal fit 79.7 eV/nm
  nuclear stopping at 1 keV: model 70.9, universal fit 80.9 eV/nm
  electronic stopping at start 65.0 eV/nm
  electronic straggling below 346 eV, about 2.4 nm of path
  path left below cutoff, about 2.2 nm
  channelling angle if crystalline (row spacing 0.54 nm) 4.8 deg
  anneal 10 s at rough D 1e-14 cm^2/s: spread 4.5 nm
```
